\section*{The Coulson-Rushbrooke theorem for alternant hydrocarbons in Hückel theory}

\section{Spurious charges from a degenerate level}

A H\"uckel program that fills orbitals in the order returned by its eigenvalue routine can report charges that have no basis in the model. Square cyclobutadiene has four equivalent carbon atoms and two degenerate nonbonding orbitals. If the routine returns one of them as $(1,0,-1,0)/\sqrt2$ and the program puts two electrons into it, the $\pi$ populations come out as $1.5,\,0.5,\,1.5,\,0.5$. Another basis of the same degenerate level, filled in the same way, can give $1,1,1,1$. The total energy is the same in both cases, so it gives no warning.

The Coulson--Rushbrooke theorem states which populations and bond orders are fixed by the structure of the molecule, and under which filling. It also supplies checks that do not depend on the eigenvector basis.

\section{Model, conventions and statement}

Each of the $N$ conjugated carbon atoms carries one real p orbital $\phi_r$ and contributes one electron. The orbitals are taken as orthonormal. In this independent-electron model
\begin{equation}
H=\alpha\,1+\beta A,\qquad \beta<0, \label{H}
\end{equation}
where $\alpha$ is the common site energy and $A$ is a real symmetric matrix with zero diagonal. Its elements are couplings in units of $\beta$. They equal 1 between neighbours if all bonds are alike, but the proof allows unequal couplings.

The molecule is alternant if its atoms can be divided into a starred and an unstarred set such that $A_{rs}=0$ whenever $r$ and $s$ belong to the same set. With the $n_*$ starred atoms listed before the $n_\circ$ unstarred ones,
\begin{equation}
A=\begin{pmatrix}0&B\\ B^{T}&0\end{pmatrix},\qquad N=n_*+n_\circ, \label{block}
\end{equation}
where $B$ has $n_*$ rows and $n_\circ$ columns.

Let $c_j$ be orthonormal eigenvectors, $Ac_j=x_jc_j$. The orbital energies are $\varepsilon_j=\alpha+\beta x_j$. Because $\beta$ is negative, $x_j>0$ is bonding and the largest $x_j$ is filled first. With occupations $0\le n_j\le2$, summed over spin, the density matrix is
\begin{equation}
P_{rs}=\sum_j n_j\,c_{rj}c_{sj}. \label{P}
\end{equation}
Its diagonal element $P_{rr}$ is the population of atom $r$; for $r\ne s$, $P_{rs}$ is the bond order, defined whether or not the atoms are neighbours.

Consider the neutral molecule, with $N$ electrons in the lowest filling and one electron in each orbital at $x=0$. The theorem has three parts:
\begin{enumerate}
\item The levels $x$ and $-x$ have equal multiplicity, and partner orbitals differ by a change of sign on one set.
\item $P_{rr}=1$ for every atom.
\item $P_{rs}=0$ for distinct atoms of the same set.
\end{enumerate}

\section{Paired levels}

Let $\Gamma$ be diagonal, with $\gamma_r=+1$ on starred and $\gamma_r=-1$ on unstarred atoms. Then $\Gamma^2=1$. An element of $\Gamma A\Gamma$ is $\gamma_rA_{rs}\gamma_s$. Where $A_{rs}$ is nonzero the atoms belong to different sets and $\gamma_r\gamma_s=-1$, so
\begin{equation}
\Gamma A\Gamma=-A,\qquad\text{hence}\qquad A\Gamma=-\Gamma A, \label{anti}
\end{equation}
the second form following by multiplication with $\Gamma$ from the left. If $Ac=xc$,
\begin{equation}
A(\Gamma c)=-\Gamma Ac=-x(\Gamma c). \label{pair}
\end{equation}
Since $\Gamma$ is its own inverse, it maps the eigenspace of $x$ one-to-one onto that of $-x$. The multiplicities are therefore equal. Scalar products are preserved, $(\Gamma c)^T(\Gamma c')=c^Tc'$, so an orthonormal basis at $x$ gives one at $-x$. This proves part 1.

\subsection{The zero level and its filling}

At $x=0$ the map leads back into the same level, which needs separate counting. Write an eigenvector as $(u,v)$, with $u$ on the starred and $v$ on the unstarred atoms. Then $A(u,v)=(Bv,B^Tu)$, and a zero orbital requires $Bv=0$ and $B^Tu=0$. These equations have $n_\circ-\operatorname{rank}B$ and $n_*-\operatorname{rank}B$ independent solutions. The number of zero orbitals is their sum,
\begin{equation}
\eta=N-2\operatorname{rank}B\ \ge\ |n_*-n_\circ|, \label{eta}
\end{equation}
where the bound follows from $\operatorname{rank}B\le\min(n_*,n_\circ)$.

The remaining $N-\eta$ orbitals form pairs, so $(N-\eta)/2$ of them are bonding. Filling these doubly uses $N-\eta$ electrons and leaves $\eta$ electrons for the $\eta$ zero orbitals. One electron per zero orbital is thus compatible with neutrality. If $\eta\ge2$ it is still a choice, because every distribution of these electrons over the zero level has the same energy in this model. Their relative spins do not enter $P$.

\section{Populations and bond orders}

Define the projectors
\begin{equation}
\Pi_+=\sum_{x_j>0}c_jc_j^T,\quad
\Pi_0=\sum_{x_j=0}c_jc_j^T,\quad
\Pi_-=\sum_{x_j<0}c_jc_j^T .
\end{equation}
The stated filling gives $P=2\Pi_++\Pi_0$. The eigenvectors form a complete orthonormal set, so $\Pi_++\Pi_0+\Pi_-=1$. Eliminating $\Pi_0$,
\begin{equation}
P=2\Pi_++(1-\Pi_+-\Pi_-)=1+Q,\qquad Q=\Pi_+-\Pi_- . \label{Q}
\end{equation}
By the pairing of orthonormal bases, $\Gamma\Pi_+\Gamma=\Pi_-$ and $\Gamma\Pi_-\Gamma=\Pi_+$. Therefore
\begin{equation}
\Gamma Q\Gamma=-Q,\qquad\text{or}\qquad \gamma_r\gamma_sQ_{rs}=-Q_{rs}. \label{Qodd}
\end{equation}
For two atoms of the same set, including $r=s$, $\gamma_r\gamma_s=1$ and hence $Q_{rs}=0$. Equation \eqref{Q} then gives
\begin{equation}
P_{rs}=\delta_{rs}\qquad (r,s\text{ in the same set}), \label{result}
\end{equation}
which is parts 2 and 3 together.

The same result can be followed atom by atom. The square matrix of coefficients is orthogonal, so its rows are orthonormal: $\sum_jc_{rj}c_{sj}=\delta_{rs}$. For atoms of the same set the product $c_{rj}c_{sj}$ is unchanged when orbital $j$ is replaced by its partner, because both factors change sign or neither does. The antibonding sum equals the bonding sum, and
\begin{equation}
\delta_{rs}=2\sum_{x_j>0}c_{rj}c_{sj}+\sum_{x_j=0}c_{rj}c_{sj}=P_{rs}. \label{atom}
\end{equation}
Physically, the bonding orbitals hold half of the weight that each atom has outside the zero level. Double filling restores that weight, and single filling of the zero level supplies the rest.

\subsection{Bond orders between the sets}

The bond orders between the sets follow from $B$. Suppose $B$ has full column rank; this requires $n_*\ge n_\circ$, and the names of the sets can be exchanged if necessary. Then $B^TB$ is positive definite. Let $v_k$ be its orthonormal eigenvectors with eigenvalues $\sigma_k^2$, $\sigma_k>0$, and put $u_k=Bv_k/\sigma_k$. The $u_k$ are orthonormal, since $u_k^Tu_l=v_k^TB^TBv_l/(\sigma_k\sigma_l)=\delta_{kl}$. Moreover,
\begin{equation}
A\begin{pmatrix}u_k\\v_k\end{pmatrix}
=\begin{pmatrix}Bv_k\\B^TBv_k/\sigma_k\end{pmatrix}
=\sigma_k\begin{pmatrix}u_k\\v_k\end{pmatrix}.
\end{equation}
The vectors $(u_k,v_k)/\sqrt2$ are therefore $n_\circ$ orthonormal bonding orbitals. By \eqref{eta} there are $(N-\eta)/2=\operatorname{rank}B=n_\circ$ bonding orbitals, so these are all of them. Zero orbitals satisfy $Bv=0$, so $v=0$: they live on the starred atoms and contribute nothing between the sets. With two electrons in each bonding orbital,
\begin{equation}
P_{*\circ}=2\sum_k\frac{u_kv_k^T}{2}
=\sum_k\frac{Bv_kv_k^T}{\sigma_k}=B(B^TB)^{-1/2}. \label{polar}
\end{equation}
The $\pi$ energy is
\begin{equation}
E=N\alpha+2\beta\sum_k\sigma_k=N\alpha+2\beta\operatorname{tr}(B^TB)^{1/2}. \label{E}
\end{equation}
These formulas need only an $n_\circ\times n_\circ$ diagonalization and no choice of basis in the zero level.

\subsection{Reading through energy derivatives}

For a simple level, differentiate $\varepsilon_j=c_j^THc_j$. The terms from the change of $c_j$ add up to $2\varepsilon_jc_j^Tdc_j$, which vanishes because $c_j^Tc_j=1$. Hence $d\varepsilon_j=c_j^T(dH)c_j$. In a degenerate level the first-order shifts are the eigenvalues of $dH$ restricted to that level, so their sum is the trace $\sum_jc_j^T(dH)c_j$ over the level; an equally filled level therefore contributes in the same way. At fixed occupations,
\begin{equation}
\frac{\partial E}{\partial\alpha_r}=P_{rr},\qquad
\frac{\partial E}{\partial\beta_{rs}}=2P_{rs}\quad(r\ne s), \label{deriv}
\end{equation}
where $\alpha_r=H_{rr}$ and $\beta_{rs}=H_{rs}$. The factor 2 arises because $H_{rs}$ and $H_{sr}$ change together.

To first order and at fixed occupations, then, a small site-energy change costs the same on every atom, and a small coupling within a set costs nothing. If $\eta\ge2$ the change can split the zero level at first order: in cyclobutadiene a shift $\delta$ on atom 1 moves $(1,0,-1,0)/\sqrt2$ by $\delta/2$ and leaves $(0,1,0,-1)/\sqrt2$ in place. The lowest filling is then no longer one electron per zero orbital, and the statement does not apply to the ground-state energy. Equation \eqref{deriv} also permits a check that uses eigenvalues alone, provided the occupations are held at their unperturbed values; for $\eta\ge2$ a refilled ground-state energy can have different slopes on the two sides.

\section{Worked case: the benzyl radical}

Number the ring atoms 1 to 6 and attach the CH$_2$ carbon, atom 7, to atom 1. All couplings equal $\beta$. The starred atoms are 2, 4, 6, 7 and the unstarred ones 1, 3, 5. The characteristic polynomial is
\begin{align}
p(x)&=x^7-7x^5+13x^3-7x\nonumber\\
&=x(x^2-1)(x^4-6x^2+7).
\end{align}
The last factor vanishes at $x^2=3\pm\sqrt2$. The levels are
\begin{equation}
x=\pm2.101,\quad \pm1.259,\quad \pm1,\quad 0 .
\end{equation}
The lowest orbital has coefficients $0.500$, $0.406$, $0.354$, $0.337$, $0.354$, $0.406$, $0.238$ on atoms 1 to 7. Its partner at $x=-2.101$ has the same magnitudes, with the signs on atoms 1, 3 and 5 reversed.

The zero orbital can be found by hand. At $x=0$ the coefficients on the neighbours of each atom must sum to zero. Atom 7 gives $c_1=0$; atoms 2 and 6 then give $c_3=c_5=0$. The conditions at atoms 1, 3 and 5 are
\begin{equation}
c_2+c_6+c_7=0,\qquad c_2+c_4=0,\qquad c_4+c_6=0 .
\end{equation}
With $c_4=a$ this gives $c_2=c_6=-a$ and $c_7=2a$. Normalization requires $7a^2=1$, so the squares are $1/7=0.143$ on atoms 2, 4, 6 and $4/7=0.571$ on atom 7.

The squares of the coefficients of atom 7 in the three bonding orbitals are $0.0566$, $0.1577$ and $0$. Its population is
\begin{equation}
P_{77}=2(0.0566+0.1577+0)+0.5714=1.000 .
\end{equation}
The unpaired electron is concentrated on this atom, yet its total $\pi$ population is the same as everywhere else. Uniform charge does not imply a uniform distribution of the singly occupied orbital.

The bond orders between neighbours are $P_{17}=0.635$, $P_{12}=0.523$, $P_{23}=0.705$ and $P_{34}=0.635$; reflection gives the other three. Within the sets, $P_{24}$, $P_{26}$, $P_{27}$, $P_{47}$, $P_{13}$ and $P_{35}$ vanish. Distance is not the reason: atoms 1 and 4 are farther apart along the ring than atoms 1 and 3, but they belong to different sets and have $P_{14}=-0.225$.

The energy follows from the levels,
\begin{equation}
E-7\alpha=2\beta(2.1010+1.2593+1.0000)=8.721\,\beta .
\end{equation}
Since $E-7\alpha=\beta\operatorname{tr}(PA)$, it is also $2\beta$ times the sum of neighbour bond orders:
\begin{equation}
2\beta\,[0.6350+2(0.5226+0.7050+0.6350)]=8.720\,\beta,
\end{equation}
which agrees within the rounding of the bond orders. The numerical check confirms \eqref{polar} and \eqref{E} for this molecule. It also recovers all elements of $P$ from finite differences of the energy, with a largest absolute error of about $8\times10^{-10}$.

\section{Ions, excitations and fractional filling}

For general occupations, subtract the completeness relation from \eqref{P}:
\begin{equation}
P=1+\sum_j(n_j-1)c_jc_j^T. \label{general}
\end{equation}
Choose partners as $c_{\bar\jmath}=\Gamma c_j$. If $n_j+n_{\bar\jmath}=2$ for every pair and each zero orbital holds one electron, then $n_{\bar\jmath}-1=-(n_j-1)$. The sum in \eqref{general} changes sign under $\Gamma(\cdot)\Gamma$, exactly as $Q$ did, and \eqref{result} follows again. The ground filling is one example. Fermi occupations with chemical potential $\alpha$ are another: for $y=(\varepsilon_j-\alpha)/k_BT$,
\begin{equation}
\frac{2}{1+e^{y}}+\frac{2}{1+e^{-y}}=\frac{2}{1+e^{y}}+\frac{2e^{y}}{1+e^{y}}=2 .
\end{equation}

Butadiene, with levels $\pm1.618$ and $\pm0.618$, shows the role of partners. Promoting one electron from level 2 to its partner, level 3, leaves all populations equal to 1. Promoting it from level 2 to level 4 gives occupations $2,1,0,1$. Combining partners, which have equal squared coefficients,
\begin{equation}
P_{rr}=(2+1)c_{r1}^2+(1+0)c_{r2}^2=\tfrac12+2c_{r1}^2,
\end{equation}
where row normalization, $2c_{r1}^2+2c_{r2}^2=1$, was used. The lowest orbital is proportional to $(1,x,x,1)$ with $x=1.618$, so $c_{11}^2=1/(2+2x^2)=0.138$. The end atoms have population $0.776$ and the inner atoms $1.224$.

If a neutral radical has a single zero orbital $c_0$, removing its electron changes $P_{rr}$ by $-c_{r0}^2$, and adding a second one changes it by $+c_{r0}^2$. At fixed couplings the benzyl cation therefore has charges $+0.143e$ on atoms 2, 4, 6 and $+0.571e$ on atom 7. The anion has the opposite charges. These are values of the model. Hartree--Fock $\pi$ charges of the cation with equal bond lengths (STO-3G and 6-31G, Mulliken and L\"owdin) keep the pattern but not the equalities: about $0.18e$ on atoms 2 and 6, $0.25e$ on atom 4, $0.49e$ on atom 7 and $-0.06e$ to $-0.10e$ on atom 1.

\section{Where the theorem fails}

\subsection{Uneven filling of the zero level}

In cyclobutadiene take atoms 1 and 3 as starred, and the zero orbitals $a=(1,0,-1,0)/\sqrt2$ and $b=(0,1,0,-1)/\sqrt2$. Two electrons in $a$ and none in $b$ add $aa^T-bb^T$ to the density matrix of the theorem. This gives
\begin{equation}
P_{11}=1+\tfrac12,\qquad P_{22}=1-\tfrac12,\qquad P_{13}=-\tfrac12 ,
\end{equation}
the result described at the start. Now put both electrons into $(a+b)/\sqrt2=(1,1,-1,-1)/2$ and leave $(a-b)/\sqrt2$ empty. The added term is
\begin{equation}
\tfrac12(a+b)(a+b)^T-\tfrac12(a-b)(a-b)^T=ab^T+ba^T .
\end{equation}
It connects only different sets, so unit populations and $P_{13}=0$ survive. One electron per zero orbital is thus sufficient but not necessary.

\subsection{Loss of the two-set structure}

Around a ring the set labels must alternate, which is impossible if the number of ring atoms is odd. Fulvene, a five-membered ring with an exocyclic carbon, has levels $2.115$, $1.000$, $0.618$, $-0.254$, $-1.618$, $-1.861$, which are not paired. The exocyclic atom has population $0.622$, so in this model the ring carries a $\pi$ charge of $-0.378e$. Equal couplings and the neglect of electron repulsion overstate the transfer: Hartree--Fock at a geometry with alternating bonds gives an exocyclic $\pi$ population of about $0.94$ in the STO-3G and 6-31G bases.

Unequal site energies also break \eqref{anti}. Adding $0.5\beta$ to the site energy of atom 1 in butadiene makes that atom more attractive, because $\beta<0$. Its population rises to $1.298$; the others become $0.809$, $1.021$ and $0.872$. The levels cannot be paired as $x$ and $-x$, since their sum is $\operatorname{tr}A=0.5$ instead of zero. Paired levels alone prove nothing, however: $+0.5\beta$ on atom 1 with $-0.5\beta$ on atom 4 leaves the levels paired, while the populations become $1.404$, $0.809$, $1.191$ and $0.596$.

A coupling of $0.3\beta$ between atoms 1 and 3 of butadiene, which belong to the same set, gives populations $0.923$, $0.946$, $0.948$ and $1.183$. The energy changes little: $E-4\alpha$ goes from $2\beta(1.6180+0.6180)=4.472\beta$ to $2\beta(1.7631+0.4969)=4.520\beta$. This is consistent with the vanishing first-order term in \eqref{deriv}. A small energy change is therefore no evidence that the populations are unaffected.

\subsection{Overlap}

Let neighbouring orbitals overlap in proportion to their coupling, $S=1+sA$, with $1+sx_j>0$ for all $j$ so that $S$ is positive definite. The eigenvalue equation is $Hc=\varepsilon Sc$. Subtracting $\alpha Sc$ from both sides and using $H-\alpha S=(\beta-s\alpha)A$,
\begin{equation}
(\beta-s\alpha)Ac=(\varepsilon-\alpha)(1+sA)c .
\end{equation}
An eigenvector of $A$ solves this with
\begin{equation}
\frac{\varepsilon-\alpha}{\beta-s\alpha}=\frac{x}{1+sx}. \label{overlap}
\end{equation}
The orbitals still come in partners, but their energies are no longer symmetric about $\alpha$. For butadiene with $s=0.25$, the outer levels $x=\pm1.618$ give $1.152$ and $-2.717$ in units of $\beta-s\alpha$: the antibonding level lies farther from $\alpha$ than the bonding level. Populations then require a definition that assigns the overlap density to atoms. For $\beta-s\alpha<0$ the order of filling is unchanged, because $x/(1+sx)$ increases with $x$. The condition is not automatic: $\alpha=-11.4$ eV, $\beta=-2.4$ eV and $s=0.25$ give $\beta-s\alpha=+0.45$ eV and reverse the order, so a $\beta$ chosen for the model without overlap cannot simply be reused. The orbitals normalized with $S$ are $c_j/\sqrt{1+sx_j}$, so the density matrix is $P'=\sum_jn_jc_jc_j^T/(1+sx_j)$. Since $Sc_j=(1+sx_j)c_j$, both $P'S$ and $S^{1/2}P'S^{1/2}$ equal the $P$ of \eqref{P}. The Mulliken and L\"owdin populations, which are the diagonals of these two matrices, therefore remain 1. For this form of $S$, what overlap destroys is the symmetry of the energies.

\section{Use in a program}

\begin{enumerate}
\item Assign the sets by a graph search that gives each neighbour the opposite label. A conflict means that the molecule is not alternant. Check separately that all site energies are equal.
\item Group degenerate levels within a tolerance that is small compared with the largest coupling, and share the electrons of a partly filled group equally. The group then enters $P$ through its projector, which does not depend on the basis returned by the eigenvalue routine.
\item For a neutral alternant molecule, assert \eqref{result}. In the numerical check, a random alternant matrix with $5+3$ atoms and two zero levels satisfies it to about $2\times10^{-15}$, measured against the unit population.
\end{enumerate}

If the tolerance wrongly merges a close pair $\pm x$ into the zero level, each partner receives one electron. Their occupations still add to 2, so \eqref{result} holds and does not reveal the error. The bond orders between the sets do change: for the merged pair $x=\sigma_k$ they lose the term $u_kv_k^T$, whose size does not shrink with $x$, so a comparison with \eqref{polar} exposes the fault when $B$ has full column rank. For this purpose $\sum_ku_kv_k^T$ must be taken from a singular value decomposition of $B$: in double precision $\sigma_k^2$ is lost in the rounding of $B^TB$ once $x$ falls to about $10^{-8}$, and $(B^TB)^{-1/2}$ is then as wrong as the term to be detected. The energy rises above \eqref{E} by only $2|\beta|x$, which is of the order of the tolerance and therefore a much less sensitive test. If the grouping joins only $x$ to the zero level and leaves $-x$ out, the partner occupations no longer add to 2 and \eqref{result} in general fails.

\section*{Values computed for the example and the checks}
\begin{verbatim}
BENZYL; x = (energy - alpha)/beta, dimensionless
starred atoms: 2 4 6 7 ; unstarred: 1 3 5
char. polynomial coefficients, x^7 to x^0: 1 0 -7 0 13 0 -7 0
levels x: 2.1010 1.2593 1.0000 0.0000 -1.0000 -1.2593 -2.1010
occupations (electrons): 2.0000 2.0000 2.0000 1.0000 0.0000 0.0000 0.0000
lowest orbital, atoms 1-7: 0.5000 0.4063 0.3536 0.3366 0.3536 0.4063 0.2380
its partner, atoms 1-7: -0.5000 0.4063 -0.3536 0.3366 -0.3536 0.4063 0.2380
zero orbital, atoms 1-7: 0.0000 -0.3780 0.0000 0.3780 0.0000 -0.3780 0.7559
squares of zero orbital: 0.0000 0.1429 0.0000 0.1429 0.0000 0.1429 0.5714
atom 7, squares in 3 bonding orbitals: 0.0566 0.1577 0.0000
atom 7, sum of these squares: 0.2143
populations, atoms 1-7 (electrons): 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000
bond order 1-7, between sets: 0.6350
bond order 1-2, between sets: 0.5226
bond order 2-3, between sets: 0.7050
bond order 3-4, between sets: 0.6350
bond order 1-4, between sets: -0.2250
bond order 3-7, between sets: -0.1125
bond order 2-4, same set: 0.0000
bond order 2-6, same set: 0.0000
bond order 2-7, same set: 0.0000
bond order 4-7, same set: 0.0000
bond order 1-3, same set: 0.0000
bond order 3-5, same set: 0.0000
pi energy minus 7 alpha (beta): 8.7206
same from B alone (beta): 8.7206
largest error, energy-derivative test: 7.6e-10
cation charges, atoms 1-7 (e): 0.0000 0.1429 0.0000 0.1429 0.0000 0.1429 0.5714
anion charges, atoms 1-7 (e): 0.0000 -0.1429 0.0000 -0.1429 0.0000 -0.1429 -0.5714
RANDOM 5+3 ATOMS; zero levels: 2
levels x: 3.1912 1.8245 1.0117 0.0000 0.0000 -1.0117 -1.8245 -3.1912
largest same-set deviation of P from unity matrix: 1.6e-15
BUTADIENE; levels x: 1.6180 0.6180 -0.6180 -1.6180
ground bond orders 1-2, 2-3, 1-3, 1-4: 0.8944 0.4472 0.0000 -0.4472
populations, level 2 to 3 excitation: 1.0000 1.0000 1.0000 1.0000
populations, level 2 to 4 excitation: 0.7764 1.2236 1.2236 0.7764
site term on atom 1 (beta): 0.5000
  levels x: 1.7119 0.8124 -0.4596 -1.5647
  populations (electrons): 1.2984 0.8092 1.0207 0.8717
coupling 1-3 (beta): 0.3000
  levels x: 1.7631 0.4969 -0.7621 -1.4979
  populations (electrons): 0.9227 0.9461 0.9484 1.1827
neighbour overlap s (dimensionless): 0.2500
  levels (energy-alpha)/(beta-s*alpha): 1.1520 0.5353 -0.7310 -2.7171
CYCLOBUTADIENE; levels x: 2.0000 0.0000 0.0000 -2.0000
populations, one electron per zero orbital: 1.0000 1.0000 1.0000 1.0000
populations, pair in (1,0,-1,0)/sqrt2: 1.5000 0.5000 1.5000 0.5000
  bond order 1-3: -0.5000
populations, pair in (1,1,-1,-1)/2: 1.0000 1.0000 1.0000 1.0000
  bond order 1-3: 0.0000
FULVENE; levels x: 2.1149 1.0000 0.6180 -0.2541 -1.6180 -1.8608
populations, atoms 1-6 (electrons): 1.0470 1.0923 1.0730 1.0730 1.0923 0.6223
\end{verbatim}
